# Profile limits for linear and parabolic oxidation constants from thin films: a numerical check

```python
"""Profile likelihoods for linear-parabolic oxidation.

Result under test: thin-film thickness-time data bound the linear rate
constant k on both sides, but usually give no upper limit on the parabolic
constant B, because the straight line (B = infinity) fits within the noise.

Symbols: x thickness, x0 initial thickness, s = x - x0, t time,
u = 1/B, v = 1/k, A = B/k; rate law dx/dt = 1/(v + 2 u x).
sigma: standard deviation of a thickness reading. Units: nm and min.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import chi2 as chi2_law, norm

THRESHOLD = chi2_law.ppf(0.95, 1)
Z = np.sqrt(THRESHOLD)


def thickness(t, u, v, x0):
    """Root of the integrated rate law, regular at u = 0."""
    w = v + 2 * u * x0
    return x0 + 2 * t / (w + np.sqrt(w * w + 4 * u * t))


def sensitivities(t, u, v, x0):
    """Columns: derivatives of x with respect to u, v, x0."""
    x = thickness(t, u, v, x0)
    den = v + 2 * u * x
    return np.column_stack([-(x**2 - x0**2) / den, -(x - x0) / den,
                            (v + 2 * u * x0) / den])


def bounded_min(func, ends):
    """Minimum of func between the extreme non-negative bracket ends."""
    lo, hi = max(0.0, float(np.min(ends))), max(0.0, float(np.max(ends)))
    found = [(func(lo), lo), (func(hi), hi)]
    if hi > lo:
        res = minimize_scalar(func, bounds=(lo, hi), method="bounded",
                              options={"xatol": 1e-10 * hi, "maxiter": 300})
        found.append((float(res.fun), float(res.x)))
    return min(found)


class Fit:
    """Profile likelihood of one data set."""

    def __init__(self, t, y, sigma, x0):
        self.t, self.y, self.sigma, self.x0 = t, y, sigma, x0
        self.s, self.q = y - x0, y**2 - x0**2
        self.best, self.u = bounded_min(lambda u: self.at_u(u)[0],
                                        np.append(t / self.q, 0.0))
        self.v = self.at_u(self.u)[1]
        self.level = self.best + THRESHOLD

    def chi2(self, u, v):
        r = self.y - thickness(self.t, u, v, self.x0)
        return float(np.sum((r / self.sigma) ** 2))

    def at_u(self, u):
        return bounded_min(lambda v: self.chi2(u, v),
                           (self.t - u * self.q) / self.s)

    def at_v(self, v):
        return bounded_min(lambda u: self.chi2(u, v),
                           (self.t - v * self.s) / self.q)

    def b_hat(self):
        return 1 / self.u if self.u > 0 else np.inf

    def b_limits(self):
        def f(u):
            return self.at_u(u)[0] - self.level
        u_high = brentq(f, self.u, 2 * np.max(self.t / self.q))
        upper = np.inf if f(0.0) <= 0 else 1 / brentq(f, 0.0, self.u)
        return 1 / u_high, upper

    def k_limits(self):
        def f(v):
            return self.at_v(v)[0] - self.level
        v_high = brentq(f, self.v, 2 * np.max(self.t / self.s))
        upper = np.inf if f(0.0) <= 0 else 1 / brentq(f, 0.0, self.v)
        return 1 / v_high, upper


def line_fit(t, y, sigma, x0):
    """Closed-form best slope and chi-square for B = infinity."""
    s = y - x0
    ts = np.sum(t * s, axis=-1)
    tt = np.sum(t * t)
    return ts / tt, (np.sum(s * s, axis=-1) - ts**2 / tt) / sigma**2


def batch_fit(t, y, sigma, x0, u, v, free_u, free_v):
    """Gauss-Newton fits of many data sets at once; u may go negative."""
    u = np.full((len(y), 1), u)
    v = np.full((len(y), 1), v)
    for _ in range(20):
        x = thickness(t, u, v, x0)
        den = v + 2 * u * x
        gu, gv, r = -(x**2 - x0**2) / den, -(x - x0) / den, y - x
        a, b, c, p, q = [np.sum(m, axis=1, keepdims=True) for m in
                         (gu * gu, gu * gv, gv * gv, gu * r, gv * r)]
        if free_u and free_v:
            det = a * c - b * b
            u, v = u + (c * p - b * q) / det, v + (a * q - b * p) / det
        elif free_u:
            u = u + p / a
        else:
            v = v + q / c
    r = y - thickness(t, u, v, x0)
    return u[:, 0], np.sum(r * r, axis=1) / sigma**2


# Example: rough typical values for steam oxidation of Si(100) near 800 C
k_true, B_true, x0 = 0.4, 1400.0, 1.5
u_true, v_true = 1 / B_true, 1 / k_true
A_true = B_true / k_true
n_runs, sigma, sigma_long = 12, 0.2, 1.0
t_thin = 6.0 * np.arange(1, n_runs + 1)
t_long = 120.0 * np.arange(1, n_runs + 1)
x_thin = thickness(t_thin, u_true, v_true, x0)
x_long = thickness(t_long, u_true, v_true, x0)
rng = np.random.default_rng(2024)
y_thin = x_thin + sigma * rng.standard_normal(n_runs)
y_long = x_long + sigma_long * rng.standard_normal(n_runs)

# Closed-form growth curve against direct integration of the rate law
ode = solve_ivp(lambda t, x: 1 / (v_true + 2 * u_true * x), (0, t_long[-1]),
                [x0], t_eval=t_long, rtol=1e-10, atol=1e-10)
assert np.allclose(ode.y[0], x_long, rtol=1e-7)

# Analytic sensitivities against central differences
pars = np.array([u_true, v_true, x0])
for j in range(3):
    h = np.zeros(3)
    h[j] = 1e-4 * pars[j]
    diff = (thickness(t_long, *(pars + h))
            - thickness(t_long, *(pars - h))) / (2 * h[j])
    assert np.allclose(diff, sensitivities(t_long, *pars)[:, j], rtol=1e-5)

# Profiles of the thin and long data sets
thin = Fit(t_thin, y_thin, sigma, x0)
long_fit = Fit(t_long, y_long, sigma_long, x0)
B_lo, B_hi = thin.b_limits()
k_lo, k_hi = thin.k_limits()
BL_lo, BL_hi = long_fit.b_limits()
kL_lo, kL_hi = long_fit.k_limits()
assert np.isfinite(k_hi) and k_lo > 0
assert np.isfinite(BL_hi)

# Profile limits against a plain scan of both parameters
ug = np.linspace(0, 0.012, 481)[:, None]
vg = np.linspace(2.0, 2.9, 1801)[None, :]
scan = np.zeros((ug.size, vg.size))
for ti, yi in zip(t_thin, y_thin):
    scan += ((yi - thickness(ti, ug, vg, x0)) / sigma) ** 2
assert thin.best <= scan.min() + 1e-8
assert scan.min() - thin.best < 0.05
iu, iv = np.nonzero(scan <= thin.level)
assert abs(vg[0, iv].max() - 1 / k_lo) < 3e-3
assert abs(vg[0, iv].min() - 1 / k_hi) < 3e-3
assert abs(ug[iu, 0].max() - 1 / B_lo) < 1e-4

# Plateau at infinite B and the slope with which it is reached
k_inf, chi_inf = line_fit(t_thin, y_thin, sigma, x0)
assert abs(thin.at_u(1e-8)[0] - chi_inf) < 1e-3
res_line = y_thin - x0 - k_inf * t_thin
g_slope = 2 * k_inf**3 / sigma**2 * np.sum(res_line * t_thin**2)
g_num = (thin.at_u(1e-6)[0] - thin.at_u(0.0)[0]) / 1e-6
assert abs(g_num - g_slope) < 2 + 2e-3 * abs(g_slope)

# Size of the curvature signal and the critical thickness
k_line, deficit = line_fit(t_thin, x_thin, sigma, x0)
d = np.sqrt(deficit)
bend = np.max(np.abs(x_thin - x0 - k_line * t_thin))
f = t_thin / t_thin[-1]
shape = np.sum(f**4) - np.sum(f**3) ** 2 / np.sum(f**2)
L_thin = x_thin[-1] - x0
d_formula = L_thin**2 * np.sqrt(shape) / ((A_true + 2 * x0) * sigma)
assert abs(d_formula / d - 1) < 0.05
L_formula = np.sqrt(Z * (A_true + 2 * x0) * sigma / np.sqrt(shape))


def excess(t_end):
    x = thickness(f * t_end, u_true, v_true, x0)
    return line_fit(f * t_end, x, sigma, x0)[1] - THRESHOLD


t_crit = brentq(excess, 10, 1000)
L_crit = thickness(t_crit, u_true, v_true, x0) - x0
assert abs(L_formula / L_crit - 1) < 0.05
fm = np.arange(1, 4001) / 4000
shape_many = np.mean(fm**4) - np.mean(fm**3) ** 2 / np.mean(fm**2)
assert abs(80 * shape_many - 1) < 0.01

# Repeated simulated experiments
n_sim = 4000
ys = x_thin + sigma * rng.standard_normal((n_sim, n_runs))
u_free, chi_free = batch_fit(t_thin, ys, sigma, x0, u_true, v_true, 1, 1)
chi_line = line_fit(t_thin, ys, sigma, x0)[1]
chi_min = np.where(u_free < 0, chi_line, chi_free)
for i in range(5):
    assert abs(Fit(t_thin, ys[i], sigma, x0).best - chi_min[i]) < 1e-5
chi_B = batch_fit(t_thin, ys, sigma, x0, u_true, v_true, 0, 1)[1]
u_k, chi_k = batch_fit(t_thin, ys, sigma, x0, u_true, v_true, 1, 0)
r0 = ys - thickness(t_thin, 0.0, v_true, x0)
chi_k = np.where(u_k < 0, np.sum(r0**2, axis=1) / sigma**2, chi_k)
open_frac = np.mean(chi_line - chi_min <= THRESHOLD)
cover_B = np.mean(chi_B - chi_min <= THRESHOLD)
cover_k = np.mean(chi_k - chi_min <= THRESHOLD)
open_pred = norm.cdf(Z - d)
cover_pred = norm.cdf(Z) - norm.cdf(-(d**2 + THRESHOLD) / (2 * d))
# 4000 trials: sampling error about 0.004, plus weak nonlinearity
assert abs(open_frac - open_pred) < 0.02
assert abs(cover_B - cover_pred) < 0.015
assert 0.92 < cover_k < 0.98


# Neglected effects
def precision(t, noise, free_x0):
    """Return u/sd(u) and sd(k)/k from the information matrix."""
    jac = sensitivities(t, u_true, v_true, x0)[:, :3 if free_x0 else 2]
    jac = jac / np.broadcast_to(noise, t.shape)[:, None]
    cov = np.linalg.inv(jac.T @ jac)
    return u_true / np.sqrt(cov[0, 0]), np.sqrt(cov[1, 1]) / v_true


temperature, E_act, dT = 1073.15, 2.0, 0.5
per_K = E_act / (constants.k / constants.e * temperature**2)
noise_T = np.sqrt(sigma**2 + (per_K * dT * (x_thin - x0)) ** 2)
noise_TL = np.sqrt(sigma_long**2 + (per_K * dT * (x_long - x0)) ** 2)
base = precision(t_thin, sigma, False)
off = precision(t_thin, sigma, True)
hot = precision(t_thin, noise_T, False)
hot_long = precision(t_long, noise_TL, False)
assert off[0] < base[0] and hot[0] < base[0] and off[1] < 0.1
assert hot_long[0] > 3

x0_error, boost, decay = 0.3, 0.10, 7.0
wrong = Fit(t_thin, x_thin, sigma, x0 - x0_error)
wrong_inf = line_fit(t_thin, x_thin, sigma, x0 - x0_error)[1] - wrong.best
fast = solve_ivp(lambda t, x: (1 + boost * np.exp(-(x - x0) / decay))
                 / (v_true + 2 * u_true * x), (0, t_thin[-1]), [x0],
                 t_eval=t_thin, rtol=1e-10, atol=1e-10).y[0]
fake = Fit(t_thin, fast, sigma, x0)
fake_inf = line_fit(t_thin, fast, sigma, x0)[1] - fake.best
assert wrong.u > u_true and fake.u > u_true

um2h = 60 / 1e6
print(f"True k {k_true} nm/min, B {B_true:.0f} nm^2/min, A {A_true:.0f} nm")
print(f"x0 {x0} nm; runs {n_runs}; sigma thin {sigma}, long {sigma_long} nm")
print(f"95% threshold {THRESHOLD:.3f}, z {Z:.3f}")
print("Thin set: t (min), true x (nm), measured y (nm)")
for ti, xi, yi in zip(t_thin, x_thin, y_thin):
    print(f"  {ti:4.0f} {xi:8.3f} {yi:8.3f}")
print(f"Thin best fit: chi2 {thin.best:.3f}, k {1/thin.v:.4f} nm/min, "
      f"B {thin.b_hat():.1f} nm^2/min")
print(f"Thin 95% k: {k_lo:.4f} to {k_hi:.4f} nm/min")
print(f"Thin 95% B: {B_lo:.1f} to {B_hi:.1f} nm^2/min")
print(f"Thin lower limit B: {B_lo*um2h:.4f} um^2/h")
print(f"Line fit: k_inf {k_inf:.4f} nm/min, chi2 {chi_inf:.3f}, "
      f"delta chi2 {chi_inf-thin.best:.3f}")
print(f"Plateau slope g {g_slope:.1f} nm^2/min (numerical {g_num:.1f})")
print("Profile of B: B (nm^2/min), delta chi2")
for b in (100.0, 200.0, 400.0, 1400.0, 1e4, 1e6):
    print(f"  {b:9.0f} {thin.at_u(1/b)[0]-thin.best:9.3f}")
print("Profile of k: k (nm/min), delta chi2")
for kk in (0.36, 0.38, 0.40, 0.42, 0.44):
    print(f"  {kk:.2f} {thin.at_v(1/kk)[0]-thin.best:9.3f}")
print(f"Pure parabolic limit: delta chi2 {thin.at_v(0.0)[0]-thin.best:.1f}")
print(f"Long set: final time {t_long[-1]:.0f} min, true x {x_long[-1]:.1f} nm")
print(f"Long 95% k: {kL_lo:.4f} to {kL_hi:.4f} nm/min")
print(f"Long 95% B: {BL_lo:.1f} to {BL_hi:.1f} nm^2/min")
print(f"Noise-free thin set: grown L {L_thin:.2f} nm, max bend {bend:.4f} nm")
print(f"Shape sum c {shape:.4f}; d direct {d:.4f}, formula {d_formula:.4f}")
print(f"Critical grown thickness: direct {L_crit:.1f}, "
      f"formula {L_formula:.1f} nm; time {t_crit:.0f} min")
print(f"No upper B limit: simulated {open_frac:.3f}, "
      f"predicted {open_pred:.3f} of {n_sim} sets")
print(f"B coverage: simulated {cover_B:.3f}, predicted {cover_pred:.3f}")
print(f"k coverage: simulated {cover_k:.3f}")
print(f"Assumed T {temperature:.2f} K, activation {E_act} eV, scatter {dT} K")
print(f"k changes {100*per_K:.2f} % per K; last thin film scatter "
      f"{per_K*dT*L_thin:.3f} nm")
print("Local precision: u/sd(u), sd(k)/k in %")
for name, pair in (("thin, x0 known", base), ("thin, x0 free", off),
                   ("thin, T scatter", hot), ("long, T scatter", hot_long)):
    print(f"  {name}: {pair[0]:.3f}, {100*pair[1]:.2f}")
print(f"x0 assumed {x0_error} nm too low: fitted B {wrong.b_hat():.1f} "
      f"nm^2/min, delta chi2 at infinity {wrong_inf:.2f}")
print(f"Initial boost {100*boost:.0f} %, decay {decay} nm: fitted B "
      f"{fake.b_hat():.1f} nm^2/min, delta chi2 at infinity {fake_inf:.2f}")
print("OK")
```

Printed output:

```
True k 0.4 nm/min, B 1400 nm^2/min, A 3500 nm
x0 1.5 nm; runs 12; sigma thin 0.2, long 1.0 nm
95% threshold 3.841, z 1.960
Thin set: t (min), true x (nm), measured y (nm)
     6    3.896    4.102
    12    6.289    6.618
    18    8.679    8.908
    24   11.066   10.871
    30   13.449   13.170
    36   15.829   15.842
    42   18.206   18.378
    48   20.580   20.681
    54   22.950   23.312
    60   25.318   25.468
    66   27.682   27.810
    72   30.043   29.897
Thin best fit: chi2 12.051, k 0.4051 nm/min, B 636.7 nm^2/min
Thin 95% k: 0.3965 to 0.4176 nm/min
Thin 95% B: 225.0 to inf nm^2/min
Thin lower limit B: 0.0135 um^2/h
Line fit: k_inf 0.3986 nm/min, chi2 13.249, delta chi2 1.199
Plateau slope g -1538.0 nm^2/min (numerical -1537.5)
Profile of B: B (nm^2/min), delta chi2
        100    31.374
        200     5.442
        400     0.409
       1400     0.354
      10000     1.050
    1000000     1.197
Profile of k: k (nm/min), delta chi2
  0.36   874.727
  0.38   204.502
  0.40     0.703
  0.42     5.399
  0.44    26.363
Pure parabolic limit: delta chi2 2772.9
Long set: final time 1440 min, true x 504.7 nm
Long 95% k: 0.3959 to 0.4027 nm/min
Long 95% B: 1308.5 to 1520.8 nm^2/min
Noise-free thin set: grown L 28.54 nm, max bend 0.0507 nm
Shape sum c 0.1815; d direct 0.4923, formula 0.4954
Critical grown thickness: direct 57.1, formula 56.8 nm; time 145 min
No upper B limit: simulated 0.928, predicted 0.929 of 4000 sets
B coverage: simulated 0.976, predicted 0.975
k coverage: simulated 0.976
Assumed T 1073.15 K, activation 2.0 eV, scatter 0.5 K
k changes 2.02 % per K; last thin film scatter 0.288 nm
Local precision: u/sd(u), sd(k)/k in %
  thin, x0 known: 0.491, 1.51
  thin, x0 free: 0.292, 3.39
  thin, T scatter: 0.368, 1.89
  long, T scatter: 9.566, 0.99
x0 assumed 0.3 nm too low: fitted B 285.5 nm^2/min, delta chi2 at infinity 6.11
Initial boost 10 %, decay 7.0 nm: fitted B 237.2 nm^2/min, delta chi2 at infinity 9.65
OK
```
